# Incremental Fock builds: screening threshold, accumulated error and rebuild interval, part 1

(Sections cited here and not found follow in the second part.)

Late in a self-consistent-field calculation the density matrix hardly moves, yet a direct calculation recomputes its two-electron integrals at each iteration. The Fock matrix is linear in the density, so it is enough to compute its change from the change of the density, and a small change lets most integrals be skipped. The scheme has two settings, a screening threshold $\tau$ and an interval $m$ after which the matrix is rebuilt from the full density. The skipped pieces are small at each step, but nothing in the incremental scheme returns them, and they act back on the iteration.

## The incremental build

The setting is closed-shell Hartree–Fock in $n$ real basis functions, in Hartree atomic units. With $D=2C_{\rm occ}C_{\rm occ}^{\rm T}$ the Fock matrix is $F=h+G[D]$, where for any symmetric matrix $X$

$$G[X]_{\mu\nu}=\sum_{\lambda\sigma}X_{\lambda\sigma}\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right].$$

Linearity gives $G[D_k]=G[D_{k-1}]+G[\Delta D_k]$ with $\Delta D_k=D_k-D_{k-1}$. A screened build keeps a part $G_\tau[X]$ and skips $R_\tau[X]=G[X]-G_\tau[X]$, so the program carries

$$\tilde G_0=G_\tau[D_0],\qquad \tilde G_k=\tilde G_{k-1}+G_\tau[\Delta D_k],\qquad \tilde F_k=h+\tilde G_k .$$

Integrals come in shell quartets $(PQ|RS)$. Real functions give eight equal permutations: $P\leftrightarrow Q$, $R\leftrightarrow S$, $PQ\leftrightarrow RS$. The loop visits one representative, with $P\ge Q$, $R\ge S$, $PQ\ge RS$, and applies all eight. Each coincidence ($P=Q$, $R=S$, $PQ=RS$) halves the number of distinct permutations, so the block is multiplied by $\tfrac12$ per coincidence; call the weighted block $I$. For symmetric $X$ the eight Coulomb and eight exchange contributions fall into transposed pairs, so one member of each pair is added to a matrix $Y$ and $G_\tau=Y+Y^{\rm T}$. In the Coulomb part $(PQ|RS)$ and $(PQ|SR)$ give the same contribution to block $PQ$, hence $Y_{PQ}\mathrel{+}=2IX_{RS}$, and likewise $Y_{RS}\mathrel{+}=2IX_{PQ}$. The exchange part gives $-\tfrac12IX_{QS}$ to $Y_{PR}$, $-\tfrac12IX_{PS}$ to $Y_{QR}$, $-\tfrac12IX_{QR}$ to $Y_{PS}$ and $-\tfrac12IX_{PR}$ to $Y_{QS}$, each contracted over the indices of the $X$ block.

## What the threshold controls

The Coulomb integral between two charge distributions is a positive definite inner product, so the Schwarz inequality gives $|(\mu\nu|\lambda\sigma)|\le\sqrt{(\mu\nu|\mu\nu)}\sqrt{(\lambda\sigma|\lambda\sigma)}$. Let $Q_{PQ}$ be the largest $\sqrt{(\mu\nu|\mu\nu)}$ and $d_{PQ}$ the largest $|X_{\mu\nu}|$ in the shell block $PQ$. The six updates use six blocks of $X$, and quartet $q$ is skipped when

$$e_q[X]=Q_{PQ}Q_{RS}\max\left(d_{PQ},\,d_{RS},\,\tfrac12d_{PR},\,\tfrac12d_{PS},\,\tfrac12d_{QR},\,\tfrac12d_{QS}\right)<\tau .$$

The eight permutations shuffle the two Coulomb entries among themselves and the four exchange entries among themselves, so $e_q$ is invariant and $G_\tau[X]$ stays symmetric. A skipped Coulomb term obeys $|(\mu\nu|\lambda\sigma)X_{\lambda\sigma}|\le Q_{PQ}Q_{RS}d_{RS}<\tau$. A skipped exchange term, with $\mu,\lambda,\nu,\sigma$ in $P,Q,R,S$, obeys $\tfrac12|(\mu\lambda|\nu\sigma)X_{\lambda\sigma}|\le\tfrac12Q_{PQ}Q_{RS}d_{QS}<\tau$. Thus $\tau$ limits single terms, not matrix elements.

The estimate is homogeneous, $e_q[sX]=|s|\,e_q[X]$, so screening $sX$ at $\tau$ selects the same quartets as screening $X$ at $\tau/|s|$. This is the sense in which screening tightens: $\tau$ is fixed, while the cutoff on the integrals rises. With $d_{\max}=\max|X_{\mu\nu}|$ one has $e_q\le Q_{PQ}Q_{RS}d_{\max}$, so a kept quartet needs $Q_{PQ}Q_{RS}\ge\tau/d_{\max}$, and nothing is kept once $d_{\max}<\tau/Q_{\max}^2$. The kept set shrinks monotonically when a fixed $X$ is scaled down. Between actual iterations the shape of $\Delta D$ changes too, and the count may rise.

## The error ledger

Define the accumulated error $A_k=\tilde G_k-G[D_k]$. Subtracting the exact recursion from the screened one gives $A_k-A_{k-1}=G_\tau[\Delta D_k]-G[\Delta D_k]=-R_\tau[\Delta D_k]$, and $A_0=-R_\tau[D_0]$, so

$$A_k=-R_\tau[D_0]-\sum_{j=1}^{k}R_\tau[\Delta D_j].$$

If the same set of quartets were skipped at each step, $R$ would be one linear map, the sum would telescope to $-R[D_k]$, and nothing would accumulate. The saving comes from letting the set depend on $\Delta D_j$, and that dependence removes the telescoping.

The triangle inequality gives $|A_k|\le\sum_jB_j$ element by element. For $\mu\in P$, $\nu\in Q$, $B_j$ is the sum of $Q_{PQ}Q_{RS}\,s_{RS}$ over skipped $(PQ|RS)$ plus $\tfrac12Q_{PR}Q_{QS}\,s_{RS}$ over skipped $(PR|QS)$, where $s_{RS}$ is the sum of $|\Delta D_j|$ over the block. An element has $n^2$ Coulomb and $n^2$ exchange terms. Bounding each by $\tau$, or by $Q_{\max}^2d_{\max}$ and half of it, gives

$$B_j\le 2n^2\tau,\qquad B_j\le\tfrac32n^2Q_{\max}^2\,d_{\max,j}.$$

The first bound allows linear growth in $k$. The second shows that the error saturates if $\sum_jd_{\max,j}$ converges, for example under geometric decay. Which one applies depends on the iteration.

Two collinear paths can be summed in closed form. Let a change $X$ be made in $m$ equal steps. By homogeneity each step skips the set that $X$ would skip at threshold $m\tau$, and on that fixed set $R$ is linear, so

$$m\,R_\tau[X/m]=m\cdot\tfrac1m R_{m\tau}[X]=R_{m\tau}[X].$$

Ten small steps have the accuracy of one step at ten times the threshold. Next let the steps be $(1-\rho)\rho^kX$ with $0<\rho<1$ and $k\ge0$, which sum to $X$. Quartet $q$, whose contribution to $G[X]$ is $G_q[X]$, is kept while $(1-\rho)\rho^ke_q\ge\tau$. Taking logarithms and dividing by $\ln\rho<0$ reverses the inequality, so the first skipped step is

$$k_q=\max\left(0,\ \left\lfloor\frac{\ln[\tau/((1-\rho)e_q)]}{\ln\rho}\right\rfloor+1\right).$$

The lost tail is $\sum_{k\ge k_q}(1-\rho)\rho^k=\rho^{k_q}$, so the increments contribute $-\sum_q\rho^{k_q}G_q[X]$ with $\rho^{k_q}e_q<\tau/(1-\rho)$. For $k_q\ge1$ step $k_q-1$ was kept, so $(1-\rho)\rho^{k_q-1}e_q\ge\tau$ and also $\rho^{k_q}e_q\ge\rho\tau/(1-\rho)$. Every quartet, the largest included, loses a tail; for a quartet kept at least once its estimate lies between $\rho\tau/(1-\rho)$ and $\tau/(1-\rho)$, and both limits rise with $\rho$. Call $\tau/(1-\rho)$ the effective threshold. In this model slower convergence costs accuracy.

## Feedback on the iteration

Take the damped iteration $D_{k+1}=D_k+\alpha(P_k-D_k)$ with $0<\alpha\le1$, where $P_k=P[\tilde F_k]$ is the Aufbau density of $\tilde F_k$. From the previous step, $D_k=D_{k-1}+\alpha(P_{k-1}-D_{k-1})$, so $P_{k-1}-D_k=(1-\alpha)(P_{k-1}-D_{k-1})$. Writing $P_k-D_k=(P_k-P_{k-1})+(P_{k-1}-D_k)$, multiplying by $\alpha$ and using $\alpha(P_{k-1}-D_{k-1})=\Delta D_k$ gives, without approximation,

$$\Delta D_{k+1}=(1-\alpha)\,\Delta D_k+\alpha\,(P_k-P_{k-1}).$$

Near the exact solution, written $D^{(0)}$, with orbitals $C_i$ (occupied), $C_a$ (virtual) and gaps $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$, first-order perturbation theory gives $\delta C_i=\sum_aC_ax_{ia}$ with $x_{ia}=-\delta F_{ai}/\Delta_{ia}$. Then $\delta P=2\sum x_{ia}T_{ia}$ with $T_{ia}=C_aC_i^{\rm T}+C_iC_a^{\rm T}$, and $\delta F_{ai}=C_a^{\rm T}\delta F\,C_i=\tfrac12{\rm Tr}(T_{ia}\delta F)$ for symmetric $\delta F$. At this order other components of $\Delta D$ receive no source and decay as $(1-\alpha)^k$, so $\Delta D_k=2\sum x_{jb}T_{jb}$. Let $G^{(k)}$ be the linear map built from the quartets kept at step $k$. Then $\delta F=G^{(k)}[\Delta D_k]$ and

$$\delta F_{ai}=\sum_{jb}g^{(k)}_{ia,jb}\,x_{jb},\qquad g^{(k)}_{ia,jb}={\rm Tr}\left(T_{ia}G^{(k)}[T_{jb}]\right),$$

the factors $\tfrac12$ and $2$ having cancelled. The matrix $g^{(k)}$ is symmetric, because $(\mu\nu|\lambda\sigma)=(\lambda\sigma|\mu\nu)$, $(\mu\lambda|\nu\sigma)=(\lambda\mu|\sigma\nu)$ and the kept set shares these symmetries. The recursion reads $x'=(1-\alpha)x-\alpha\Delta^{-1}g^{(k)}x$, and with $y=\Delta^{1/2}x$

$$y'=\left[(1-\alpha)-\alpha\,\Delta^{-1/2}g^{(k)}\Delta^{-1/2}\right]y .$$

This map is symmetric, so $\|y'\|\le r_k\|y\|$ with $r_k$ its spectral radius. If $\eta$ is an eigenvalue of $\Delta^{-1/2}g^{(k)}\Delta^{-1/2}$, the step eigenvalue is $\rho=1-\alpha(1+\eta)$. It falls below $-1$ when $\alpha(1+\eta)>2$, an oscillation that smaller $\alpha$ removes. It exceeds $+1$ when $\eta<-1$, that is when $\Delta+g^{(k)}$ has a negative direction, and for a given kept set this condition does not contain $\alpha$. A stable solution has $\Delta+g>0$ for the unscreened kernel $g$, but nothing transfers that property to the truncated kernel.

If all $r_k$ stay below a number less than one, $\Delta D$ decays to $\tau/Q_{\max}^2$ and some step keeps nothing. Then $\tilde F_k=\tilde F_{k-1}$, $P_k=P_{k-1}$ and $\Delta D_{k+1}=(1-\alpha)\Delta D_k$. All estimates shrink by $1-\alpha$, so the next step keeps nothing either, and by induction the build is frozen until a rebuild. The other possibility is that $\Delta D$ stops decaying, which by the norm bound requires $r_k\ge1$ at some steps. If the steps settle near a fixed matrix $u$, the ledger gains $-R_\tau[u]$ each time and $A_k$ grows linearly. In the linear regime the recursion and the screening test are unchanged when $\Delta D$ and $\tau$ are scaled together, so the height of such a plateau and its drift rate are proportional to $\tau$. Lowering $\tau$ rescales such a plateau solution without removing it; whether a given run settles on it depends on the direction from which $\Delta D$ arrives, and the check does not compare plateaus at different $\tau$.

## What a frozen error does to the result

After a freeze $D\to D^*=P[\tilde F]$ with $\tilde F=h+A+G[D^*]$, so $D^*$ solves the Hartree–Fock equations for the one-electron matrix $h+A$. The monitored residual $\tilde FD^*S-SD^*\tilde F$ vanishes ($S$ is the overlap matrix), while the true $F=\tilde F-A$ leaves $-(AD^*S-SD^*A)$. The same holds when an iteration is stopped and $\tilde F$ is diagonalized once more, provided $A$ is taken relative to that final density.

The energy functional is $E[D]={\rm Tr}(hD)+\tfrac12{\rm Tr}(DG[D])+E_{\rm nuc}$, and the program reports $\tilde E=\tfrac12{\rm Tr}\,D(h+\tilde F)+E_{\rm nuc}=E[D]+\tfrac12{\rm Tr}(DA)$. Put $D^*=D^{(0)}+\delta$. Since $E$ is quadratic and $G$ symmetric, $E[D^*]-E_0={\rm Tr}(F_0\delta)+\tfrac12{\rm Tr}(\delta G[\delta])$. In the orbital basis $D=2p$ with $p^2=p$, so $p_0\delta p+\delta p\,p_0+\delta p^2=\delta p$. The occupied block gives $\delta p_{oo}=-(\delta p^2)_{oo}$ and the virtual block $\delta p_{vv}=(\delta p^2)_{vv}$, with $\delta p_{ai}=x_{ia}$. As $F_0$ is diagonal, ${\rm Tr}(F_0\delta)=2\sum(\varepsilon_a-\varepsilon_i)x_{ia}^2=2x^{\rm T}\Delta x$ at second order, and $\tfrac12{\rm Tr}(\delta G[\delta])=\tfrac12\cdot4\,x^{\rm T}gx$. Hence $E[D^*]-E_0=2x^{\rm T}(\Delta+g)x$. Self-consistency at first order reads $x_{ia}=-[A_{ai}+(gx)_{ia}]/\Delta_{ia}$, or $[(\Delta+g)x]_{ia}=-A_{ai}$. Then ${\rm Tr}(A\delta)=2\sum x_{ia}{\rm Tr}(T_{ia}A)=4\sum x_{ia}A_{ai}=-4x^{\rm T}(\Delta+g)x$, and to second order in $A$

$$E[D^*]-E_0=-\tfrac12{\rm Tr}(A\delta)\ge0,\qquad \tilde E-E_0=\tfrac12{\rm Tr}(D^{(0)}A).$$

The inequality holds for a stable solution. In $\tilde E-E_0=(E[D^*]-E_0)+\tfrac12{\rm Tr}(D^{(0)}A)+\tfrac12{\rm Tr}(\delta A)$ the two second-order terms cancel. The reported energy is therefore wrong at first order in $A$, with either sign, although the density is good enough for a second-order error. The expansion needs $A$ small against the eigenvalues of $\Delta+g$, and fails for small gaps or near an instability.

A rebuild sets $\tilde G_k=G_\tau[D_k]$ and resets the ledger to $-R_\tau[D_k]$. With a rebuild every $m$ steps the ledger has at most $m$ entries, so $|A_k|\le2mn^2\tau$ at any iteration number.

The accumulated error of the incremental build now has an exact ledger and bounds, and its feedback on the damped iteration and its first-order effect on the reported energy have been derived. What remains is to test these results numerically on a hydrogen fluoride trimer and to draw from them the choice of threshold and rebuild interval.
